\section*{Why Poole-Frenkel barrier lowering is twice Schottky lowering}

\section{Two ways out, one convention}

Let $e>0$ be the elementary charge, so that an electron carries $-e$. The electron moves in an insulating film of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. A uniform field of magnitude $F$ pulls it towards $+x$ with the force $eF$. The abbreviation
\begin{equation}
A=\frac{e^2}{4\pi\varepsilon}
\end{equation}
has the unit of energy times length: two elementary charges a distance $s$ apart act on each other with a force of size $A/s^2$.

In Schottky emission the electron leaves a metal that fills the half-space $x<0$. In Poole-Frenkel emission it leaves a centre fixed at $x=0$ that is neutral when it holds the electron and has charge $+e$ when it has lost it. Both departures are described by
\begin{equation}
U(x)=V(x)-eFx ,\qquad V(\infty)=0 ,
\end{equation}
where $V$ is the energy due to the positive partner left behind. The zero of energy is the band edge at $x=0$ as it would be without that partner. Without field the electron must be raised to this zero, from the trap level or from the Fermi level of the metal. With field it need only reach the maximum of $U$, which lies below zero. The lowering is therefore
\begin{equation}
D=-U_{\max}.
\end{equation}
The trap level and the Fermi level are taken to stay where they were when the field is applied. The film is treated as a continuum, the metal as a flat perfect conductor, and other charges as far away.

\section{The fixed centre}

When the electron has moved a distance $x$ from a centre that stays in place, their separation is $x$. The attraction has the size $A/x^2$ and points towards $-x$. The potential energy is minus the work that has to be done against it from $x$ to infinity:
\begin{equation}
V_{\rm PF}(x)=-\int_x^\infty\frac{A}{x'^2}\,dx'=-\frac{A}{x},
\qquad U_{\rm PF}(x)=-\frac{A}{x}-eFx .
\end{equation}

\section{The metal and its image}

A metal has no fixed positive centre. Its mobile electrons rearrange until the surface is an equipotential, here taken as zero apart from the applied field. With the electron at height $x$, put a fictitious charge $+e$ at $-x$. A point of the surface at distance $\rho$ from the axis is equally far from both charges, so the potential there is
\begin{equation}
\frac{1}{4\pi\varepsilon}\left(\frac{-e}{\sqrt{\rho^2+x^2}}+\frac{+e}{\sqrt{\rho^2+x^2}}\right)=0 .
\end{equation}
In the film this pair has the right charge, the right value on the surface and the right value at infinity. These conditions fix the potential: the difference of two solutions would have no sources in the film and would vanish on its whole boundary, and a source-free potential has no maximum or minimum inside, so the difference is zero. The real surface charge thus acts in the film like $+e$ at $-x$.

The separation of electron and image is $2x$, and the force has the size
\begin{equation}
\frac{A}{(2x)^2}=\frac{A}{4x^2}.
\end{equation}
This was tested by solving for the charge on a grounded plane without assuming an image. The force times $x^2/A$ came out as 0.2500 at heights of 0.5, 1, 3 and 10 nm. Integrating the force gives
\begin{equation}
V_{\rm S}(x)=-\int_x^\infty\frac{A}{4x'^2}\,dx'=-\frac{A}{4x},
\qquad U_{\rm S}(x)=-\frac{A}{4x}-eFx .
\end{equation}

Two real charges held $2x$ apart would have the mutual energy $-A/(2x)$, twice this value. To see where the missing half goes, build up the electron's charge $q$ from $0$ to $-e$ at fixed height $x$. The induced charge at each stage corresponds to an image $-q$, whose potential at the electron is $-q/(8\pi\varepsilon x)$. The energy gained is
\begin{equation}
\int_0^{-e}\left(-\frac{q}{8\pi\varepsilon x}\right)dq
=-\frac{e^2}{16\pi\varepsilon x}=-\frac{A}{4x}.
\end{equation}
The charge that flows into the surface does so at zero potential and costs no work. The half arises because the induced charge grows in proportion to the charge that induces it. A fixed centre has its full charge from the start.

\section{The height of the barrier top}

Both energies have the form $U=-B/x-eFx$, with $B=A$ for the centre and $B=A/4$ for the metal. The maximum follows from
\begin{equation}
\frac{dU}{dx}=\frac{B}{x^2}-eF=0
\quad\Longrightarrow\quad x_{\rm top}=\sqrt{\frac{B}{eF}},
\end{equation}
and it is a maximum because $d^2U/dx^2=-2B/x^3<0$. At this point the two terms are equal:
\begin{equation}
\frac{B}{x_{\rm top}}=\sqrt{BeF},\qquad eFx_{\rm top}=\sqrt{BeF},
\qquad D=2\sqrt{BeF}.
\end{equation}
Inserting the two values of $B$ gives
\begin{align}
D_{\rm PF}&=2\sqrt{AeF}=\sqrt{\frac{4e^3F}{4\pi\varepsilon}}=\sqrt{\frac{e^3F}{\pi\varepsilon}},\\
D_{\rm S}&=2\sqrt{\frac{AeF}{4}}=\sqrt{AeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon}} .
\end{align}
Hence $D_{\rm PF}=2D_{\rm S}$ at equal $F$ and $\varepsilon$. The force coefficients differ by four, and the lowering goes as the square root of the coefficient. Had the full mutual energy been used for the metal, $B$ would have been $A/2$ and the ratio $\sqrt2$.

\section{Why the motion of the partner makes the factor}

The algebra can be arranged so that the cause is visible. Let the positive partner recede by $kx$ while the electron advances by $x$. The separation is
\begin{equation}
s=(1+k)x .
\end{equation}
The value $k=0$ describes the fixed centre and $k=1$ the image; values in between are a thought experiment. At a given separation the attraction is $A/s^2$ whatever $k$ is. What changes is the path of the electron, $dx=ds/(1+k)$. Therefore
\begin{align}
U_k&=-\int_x^\infty\frac{A}{s'^2}\,dx'-eFx\nonumber\\
&=-\frac{1}{1+k}\int_s^\infty\frac{A}{s'^2}\,ds'-\frac{eFs}{1+k}\nonumber\\
&=\frac{1}{1+k}\left(-\frac{A}{s}-eFs\right).
\end{align}
The bracket is the Poole-Frenkel energy at distance $s$. Its maximum is $-D_{\rm PF}$, so
\begin{equation}
D_k=\frac{D_{\rm PF}}{1+k}.
\end{equation}

In words: the pull of the partner balances the pull of the field when $A/s^2=eF$. This happens at the same separation in every case. To reach that separation from a fixed centre, the electron must travel the whole distance itself. With an image, it travels half the distance and the image the other half. Every force on the electron then acts over half the path, and the energies that make up the lowering are halved.

A second thought experiment keeps the metal but takes away its ability to respond. Let the surface charge form while the electron is at $x_0$, and then freeze it. In the film it continues to act like $+e$ at $-x_0$. With $y=x+x_0$ the energy becomes
\begin{equation}
U=-\frac{A}{x+x_0}-eFx=\left(-\frac{A}{y}-eFy\right)+eFx_0 ,
\end{equation}
and its maximum gives
\begin{equation}
D_{\rm frozen}=D_{\rm PF}-eFx_0 .
\end{equation}
The top lies at $y=\sqrt{A/(eF)}$. It is ahead of the electron if $x_0$ is less than half of this length. For small $x_0$ the lowering tends to the full Poole-Frenkel value, although the positive charge sits on a metal surface. The smaller Schottky value thus comes from the charge following the electron, not from its being spread over a surface.

\section{Leaving in other directions}

Near the metal, $U$ depends on $x$ alone, and every path out crosses the plane of the top. A trapped electron can also leave sideways. At distance $r$ from the centre and angle $\theta$ to the pull of the field,
\begin{equation}
U=-\frac{A}{r}-eFr\cos\theta .
\end{equation}
Every escape path crosses the sphere $r=\sqrt{A/(eF)}$. On it, since $\cos\theta\le1$,
\begin{equation}
U\ge-\frac{A}{r}-eFr=-D_{\rm PF}.
\end{equation}
No path can therefore avoid rising to $-D_{\rm PF}$, and the straight path along the pull rises no higher. Along a ray at angle $\theta<90^\circ$ the field acts with its component $F\cos\theta$, and the lowering is $D_{\rm PF}\sqrt{\cos\theta}$.

\section{A 20 nm silicon nitride film}

The example uses rough typical values for silicon nitride as grown by atomic layer deposition: optical relative permittivity 4, trap depth 1.2 eV and metal barrier 2 eV. The film is 20 nm thick and carries 1 V, so the field is 0.5 MV/cm, or $eF=0.05$ eV/nm. The temperature is 400 K, with $k_{\rm B}T=0.0345$ eV. The permittivity gives $A=0.3600$ eV nm. For the trap,
\begin{align}
x_{\rm PF}&=\sqrt{\frac{0.3600}{0.05}}\ {\rm nm}=2.68\ {\rm nm},\\
D_{\rm PF}&=2\sqrt{0.3600\times0.05}\ {\rm eV}=0.268\ {\rm eV}.
\end{align}
For the metal, $B=0.0900$ eV nm and
\begin{align}
x_{\rm S}&=\sqrt{\frac{0.0900}{0.05}}\ {\rm nm}=1.34\ {\rm nm},\\
D_{\rm S}&=2\sqrt{0.0900\times0.05}\ {\rm eV}=0.134\ {\rm eV}.
\end{align}
The electron--image separation at the Schottky top is $2\times1.34=2.68$ nm, the same as the electron--centre separation at the Poole-Frenkel top.

A partner receding at half the electron's speed gives $0.2683/1.5=0.179$ eV. Surface charge frozen with the electron at 0.3 nm gives $0.2683-0.05\times0.3=0.253$ eV, close to the value for a fixed centre. The same 0.253 eV was found numerically from the charge computed on the grounded plane.

The barriers left are 0.93 eV for the trap and 1.87 eV for the metal. The lowering multiplies the Boltzmann factor by $\exp(D/k_{\rm B}T)$, which is about 2400 for the trap and 49 for the metal. Doubling the exponent squares the factor. This does not say which current is larger, since that also depends on the zero-field barriers, the number of filled traps and the prefactors.

\section{What a measured rate would contain}

The ratio two belongs to the barrier tops. A rate contains more, and two additions matter here.

The first is direction. Suppose the trap sends out electrons evenly in all directions, each with the barrier of its own ray, and give the backward half the barrier without field. With $z=D_{\rm PF}/k_{\rm B}T$ and $\mu=\cos\theta$, the rate relative to one with the forward barrier in all directions is
\begin{equation}
g=\frac12\left[\int_0^1e^{z(\sqrt\mu-1)}d\mu+e^{-z}\right].
\end{equation}
The substitution $\mu=u^2$, $d\mu=2u\,du$, followed by integration by parts, gives
\begin{equation}
g=e^{-z}\int_0^1u\,e^{zu}du+\frac{e^{-z}}2
=\frac1z-\frac{1-e^{-z}}{z^2}+\frac{e^{-z}}2 .
\end{equation}
Here $z=7.78$ and $g=0.112$. In a rate at one temperature this looks like a change of the lowering by $k_{\rm B}T\ln g=0.03447\times(-2.188)=-0.075$ eV. An analysis that ignores direction and compares this rate with its zero-field value would find about 0.19 eV instead of 0.268 eV. The shift depends on the analysis: the change in activation energy, or the slope of the logarithm of the rate against $\sqrt F$, would give about 0.24 eV. The flat metal has no such correction in this model.

The second is tunnelling just below the top. The two energies are related by
\begin{equation}
U_{\rm S}(x)=\tfrac12U_{\rm PF}(2x),
\end{equation}
so the Schottky barrier is a Poole-Frenkel barrier shrunk by two in height and in length. Differentiating twice gives a factor $\frac12\times2^2=2$: the Schottky top is twice as sharply curved, and easier to tunnel through at a given small energy below it. The size was estimated with the semiclassical (WKB) transmission along the field, weighted with the Boltzmann factor, for a rough tunnelling mass of 0.4 electron masses. In this estimate, tunnelling multiplies the emission by 1.28 for the trap and by 1.57 for the metal. Reflection of the electron wave close to the centre or the metal, where the potential is steep, is left out. For the metal this is a serious limit. WKB needs the reduced wavelength $\lambda=\hbar/p$ to change slowly, $|d\lambda/dx|\ll1$. With $m$ the tunnelling mass, an electron at zero energy in $-B/x$ has $|d\lambda/dx|=\sqrt{\hbar^2/(8mBx)}$. At the distance of the top this is 0.16 for the trap but 0.44 for the metal, and it grows further in. Reflection at the metal can therefore outweigh the gain from tunnelling. Solving the one-dimensional wave equation with the metal as a flat well 3 to 12 eV deep gives a factor of about 0.5 to 0.7 instead of 1.57, or about 0.75 to 0.85 relative to the same factor at zero field. Expressed as $k_{\rm B}T\ln(\text{gain})$, the WKB gains are extra lowerings of 0.008 and 0.016 eV. With reflection at the metal included, its extra lowering relative to zero field turns negative, about $-0.006$ to $-0.010$ eV, and the ratio of rates at one temperature rises above two; the ratios below two that follow hold only without reflection. With tunnelling alone added and reflection left out, the apparent ratio again depends on the analysis. In this estimate the change in activation energy would give about 1.7, and the slope of the logarithm of the rate against $\sqrt F$ about 1.6. For rates at one temperature, compared with their zero-field values, the ratio is
\begin{equation}
\frac{0.2683+0.0084}{0.1342+0.0156}=1.85 .
\end{equation}

\section{Where the factor two holds and where it ends}

\textbf{Permittivity.} The optical value applies if the ions of the film are too slow to respond while the electron leaves. If they followed fully, the static value, roughly 7, would apply. Both lowerings would shrink by $\sqrt{4/7}=0.76$, to 0.203 and 0.101 eV. Their ratio stays two as long as the same permittivity serves both processes.

\textbf{Local field.} Charge stored in the film makes the field at the trap differ from the field at the metal. Since each lowering goes as the root of its own field,
\begin{equation}
\frac{D_{\rm PF}}{D_{\rm S}}=2\sqrt{\frac{F_{\rm trap}}{F_{\rm metal}}} .
\end{equation}
A field 20\% higher at the trap changes the ratio to $2\sqrt{1.2}=2.19$.

\textbf{Electrodes.} The trap's charge and the electron also have images in both electrodes. For a trap in the middle of the film, including them changes the Poole-Frenkel lowering from 0.268 to 0.269 eV. The Schottky lowering stays at 0.134 eV, and the ratio is 2.006. These values are measured from the band edge without image terms. In the finite film the tops lie below that edge even without field, by 0.065 eV for the trap and 0.012 eV for the metal. The part of the lowering caused by the field is therefore 0.205 and 0.122 eV, with a ratio of about 1.7. This result does not cover traps close to an electrode.

\textbf{Weak fields.} The tops move outwards as $F^{-1/2}$. For the trap in mid-film, $x_{\rm PF}$ reaches the electrode 10 nm away when $eF=0.36/10^2=0.0036$ eV/nm, or 0.036 MV/cm. The picture of an isolated centre fails before the field has fallen that far.

\textbf{Strong fields.} The formula would remove the whole trap depth when $2\sqrt{AeF}=1.2$ eV, that is at
\begin{equation}
eF=\frac{(1.2\ {\rm eV})^2}{4\times0.36\ {\rm eV\,nm}}=1.0\ {\rm eV/nm},
\end{equation}
or 10 MV/cm, which is also the rough breakdown field assumed for the film. The tops would then lie at 0.6 and 0.3 nm, distances of atomic size at which a continuum permittivity has lost its meaning.

\textbf{Charge of the trap.} A trap that is neutral when empty leaves no positive centre behind. The term $-A/x$ is then absent, and with it this kind of lowering.

The example has a low field, at 5\% of the assumed breakdown value; at higher fields the barriers are narrower and tunnelling counts for more. The permittivity, mass and energies vary with composition and growth. Treating escape from the trap as one-dimensional shifts the apparent lowering by 0.075 eV out of 0.268 eV in a rate at one temperature, and by about 0.03 eV in an activation energy. Lowerings deduced from currents therefore need not have the ratio two, even where the barrier tops do: direction, tunnelling, electrodes and local field all enter. So does the filling of the traps. If the free electrons come only from these traps, few of which are empty, and there are no compensating acceptors, their equilibrium density grows as $\exp(D_{\rm PF}/2k_{\rm B}T)$. The current then shows only half the Poole-Frenkel lowering, which equals the Schottky value. For deep traps this case is narrow: with $10^{19}$ traps per cm$^3$ at the depth of the example, $10^{12}$ acceptors per cm$^3$ raise the fraction shown from one half to about two thirds, and $10^{14}$ restore the full lowering. Nor does it describe the example film with flat bands, where the traps lie 0.8 eV above the Fermi level of the metal and only about one in $10^{10}$ is filled. Empty positive traps at $10^{18}$ cm$^{-3}$ would change the field at the electrodes by about 0.26 MV/cm, half the applied value. The numerical output below lists the inputs and the main results.

\section*{Computed results}
\begin{verbatim}
Field: 0.50 MV/cm
Rough breakdown field: 10 MV/cm
Field / breakdown field: 0.050
Film thickness: 20 nm
Voltage across film: 1.00 V
Temperature: 400 K
Thermal energy kT: 0.0345 eV
Optical relative permittivity: 4.0
Static relative permittivity: 7.0
Tunnelling mass: 0.40 electron masses
Coulomb constant A: 0.3600 eV nm
Plane force * x^2 / A at 0.5, 1, 3, 10 nm: 0.2500 0.2500 0.2500 0.2500
Plane work to infinity * x / A: 0.2500
Plane work / full mutual energy: 0.5000
Poole-Frenkel top at: 2.683 nm
Schottky top at: 1.342 nm
Poole-Frenkel lowering: 0.2683 eV
Schottky lowering: 0.1342 eV
Ratio of lowerings: 2.0000
Lowering, partner receding at half speed: 0.1789 eV
Ratio if the energy half is forgotten: 1.4142
Surface charge frozen with electron at: 0.3 nm
Lowering with frozen surface charge: 0.2533 eV
Trap depth: 1.20 eV
Trap barrier left: 0.932 eV
Metal barrier: 2.00 eV
Metal barrier left: 1.866 eV
Boltzmann factor, Poole-Frenkel: 2403
Boltzmann factor, Schottky: 49.0
Tunnelling gain, Poole-Frenkel: 1.28
Tunnelling gain, Schottky: 1.57
Equivalent extra lowering, Poole-Frenkel: 0.0084 eV
Equivalent extra lowering, Schottky: 0.0156 eV
Apparent ratio with tunnelling: 1.848
Poole-Frenkel lowering, both electrodes: 0.2692 eV
Schottky lowering, both electrodes: 0.1342 eV
Ratio with both electrodes: 2.006
Poole-Frenkel lowering, static permittivity: 0.2028 eV
Schottky lowering, static permittivity: 0.1014 eV
Trap rate factor, all directions: 0.112
\end{verbatim}
